# Charge and Orbital Hall Responses of Gapped Dirac Valleys

## Setting

A two-dimensional crystal has two valleys, labelled $\tau=+1$ and $\tau=-1$. Near each valley centre the electrons obey

$$H_\tau(\mathbf k)=v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\,\sigma_z,\qquad \Delta>0,$$

where $\mathbf k$ is measured from the valley centre and the Pauli matrices act on two real orbitals, one on each sublattice. The energies are $\pm E$ with $E=\sqrt{\Delta^2+v^2k^2}$, so the gap is $2\Delta$. The upper band is called $c$, the lower $v$. Both spins have this Hamiltonian; spin-orbit coupling is left out.

The algebra uses atomic units ($\hbar=m_e=e=1$), and the electron has charge $-1$. The velocity operator is $v_i=\partial_iH$, with $\partial_i=\partial/\partial k_i$. Position has a part within each band, which locates the centre of a wave packet, and an interband part

$$A^i_{mn}=i\langle u_m|\partial_iu_n\rangle,\qquad m\neq n.$$

The orbital angular momentum about the packet centre uses the interband part alone:

$$L=\tfrac12(xv_y+v_yx-yv_x-v_xy),\qquad x_{mn}=A^x_{mn},\quad y_{mn}=A^y_{mn}.$$

Its diagonal element $L_n$ gives the magnetic moment $m_n=-L_n/2$, the minus sign coming from the electron's charge. The Berry curvature is $\Omega_n=i(\langle\partial_xu_n|\partial_yu_n\rangle-\text{c.c.})$.

## (a) What does time reversal do to curvature and moment?

*Relate the two valleys by complex conjugation, and find how $\Omega_n$ and $m_n$ transform.*

**Solution.** For real orbitals without spin-orbit coupling, time reversal acts on the orbital part of the state as complex conjugation. Since only $\sigma_y$ is imaginary,

$$H_\tau(\mathbf k)^*=v(\tau k_x\sigma_x-k_y\sigma_y)+\Delta\sigma_z=H_{-\tau}(-\mathbf k).$$

Thus $w_n(\mathbf q)=u_n(-\mathbf q)^*$ is an eigenstate of the other valley at $\mathbf q=-\mathbf k$, with the same energy. Differentiation with respect to $\mathbf q$ brings a minus sign:

$$i\langle w_m|\partial_{q_i}w_n\rangle=-i\langle u_m|\partial_iu_n\rangle^*=(A^i_{mn})^*.$$

The velocity contains one momentum derivative of the conjugated Hamiltonian, so $v^i_{mn}\to-(v^i_{mn})^*$. Each term of $L$ is a position times a velocity. Therefore $L_{mn}\to-(L_{mn})^*$, and the real diagonal elements change sign.

For the curvature, insert a complete set of states. The term with $m=n$ is a product of two imaginary numbers, hence real, and drops out of the difference with its conjugate. For the others, $\langle u_m|\partial_yu_n\rangle=-iA^y_{mn}$ and $\langle\partial_xu_n|u_m\rangle=iA^x_{nm}$, so

$$\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}A^x_{nm}A^y_{mn}.$$

Conjugating both factors reverses this imaginary part. Hence

$$\Omega_n^{(-\tau)}(-\mathbf k)=-\Omega_n^{(\tau)}(\mathbf k),\qquad m_n^{(-\tau)}(-\mathbf k)=-m_n^{(\tau)}(\mathbf k).$$

A change in the phases of the states cancels in both quantities, because each band index appears once in a bra and once in a ket.

## (b) How large are they in the Dirac model?

*Calculate $\Omega_n$ and the full matrix $L$.*

**Solution.** Write $H=\mathbf d\cdot\boldsymbol\sigma$, with $\mathbf d=(\tau vk_x,vk_y,\Delta)$ and $\mathbf n=\mathbf d/E$. The band projectors are $P_s=\frac12(1+s\,\mathbf n\cdot\boldsymbol\sigma)$, with $s=+1$ for $c$ and $s=-1$ for $v$.

Normalization makes $\langle u|\partial_xu\rangle=-\langle\partial_xu|u\rangle$. Differentiating $P=|u\rangle\langle u|$ then gives

$$\langle u|\partial_xP=\langle\partial_xu|(1-P),\qquad \partial_yP|u\rangle=(1-P)|\partial_yu\rangle.$$

With only one other band, $A^x_{nm}A^y_{mn}=\langle\partial_xu_n|(1-P)|\partial_yu_n\rangle=\mathrm{Tr}(P\,\partial_xP\,\partial_yP)$. Now use

$$(\partial_x\mathbf n\cdot\boldsymbol\sigma)(\partial_y\mathbf n\cdot\boldsymbol\sigma)=\partial_x\mathbf n\cdot\partial_y\mathbf n+i\boldsymbol\sigma\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).$$

The three factors $\frac12$ give $\frac18$, $s^2=1$, and the trace of the imaginary part is $2is\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. Thus

$$\Omega_s=-\frac s2\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)=-\frac{s}{2E^3}\,\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d).$$

Derivatives of $1/E$ add vectors parallel to $\mathbf d$, which drop out of the triple product. Here $\partial_x\mathbf d\times\partial_y\mathbf d=(0,0,\tau v^2)$, so

$$\Omega_c=-\frac{\tau v^2\Delta}{2E^3},\qquad \Omega_v=+\frac{\tau v^2\Delta}{2E^3}.$$

For $L$ we need the interband velocity. Differentiate $H|u_n\rangle=\varepsilon_n|u_n\rangle$ and project on $\langle u_m|$:

$$v^i_{mn}=(\varepsilon_n-\varepsilon_m)\langle u_m|\partial_iu_n\rangle=i(\varepsilon_m-\varepsilon_n)A^i_{mn}.$$

In $L_n$, the two orderings of each product are complex conjugates, so their half-sum is a real part:

$$L_n=\mathrm{Re}(A^x_{nm}v^y_{mn}-A^y_{nm}v^x_{mn})=(\varepsilon_m-\varepsilon_n)\,\mathrm{Re}\,[\,i(Z-Z^*)],$$

with $Z=A^x_{nm}A^y_{mn}$. As $i(Z-Z^*)=-2\,\mathrm{Im}Z=\Omega_n$,

$$L_n=(\varepsilon_m-\varepsilon_n)\Omega_n.$$

Both the energy difference and the curvature change sign between the bands, so their angular momenta agree:

$$L_c=L_v=-2E\Omega_c=\frac{\tau v^2\Delta}{E^2},\qquad m_c=m_v=-\frac{\tau v^2\Delta}{2E^2}.$$

The interband element remains. Since $A$ has no diagonal part here,

$$L_{cv}=\tfrac12\left[A^x_{cv}(v^y_{cc}+v^y_{vv})-A^y_{cv}(v^x_{cc}+v^x_{vv})\right].$$

The diagonal velocities are the slopes of $+E$ and $-E$, whose sums vanish. Thus $L$ is a number $L(k)$ times the identity at each $\mathbf k$. A term $\alpha k^2$ times the identity in $H$ would make $v^y_{cc}+v^y_{vv}=4\alpha k_y$ and spoil this property.

At the band edge $E\simeq\Delta+v^2k^2/(2\Delta)$, so the mass is $m^*=\Delta/v^2$ and $L(0)=\tau/m^*$. In this model, a lighter band edge has a larger orbital moment.

## (c) Which Hall currents survive the valley sum?

*Apply a uniform field $F$ along $x$, find the transverse charge and orbital currents, and compare the valleys.*

**Solution.** The energy of charge $-1$ in this field is $+Fx$. To first order, state $n$ acquires an amplitude $FA^x_{mn}/(\varepsilon_n-\varepsilon_m)$ of state $m$. The change in transverse velocity is therefore

$$\delta v_y=2F\,\mathrm{Re}\sum_{m\ne n}\frac{v^y_{nm}A^x_{mn}}{\varepsilon_n-\varepsilon_m}
=2F\,\mathrm{Re}\sum_{m\ne n}iA^y_{nm}A^x_{mn}.$$

Because $A^y_{nm}A^x_{mn}$ is the conjugate of $A^x_{nm}A^y_{mn}$, this equals $2F\,\mathrm{Im}\sum A^x_{nm}A^y_{mn}=-F\Omega_n$.

Define the orbital current operator as $\frac12\{v_y,L\}$. Part (b) reduces it to $L(k)v_y$, whose change is $-FL\Omega_n$. The charge current has an extra factor $-1$. With $f_n$ the occupation, the conductivities per valley and spin are

$$\sigma_{yx}=\sum_n\int\frac{d^2k}{(2\pi)^2}f_n\Omega_n,\qquad
\sigma^L_{yx}=-\sum_n\int\frac{d^2k}{(2\pi)^2}f_nL\Omega_n.$$

If carriers are present, the intraband part of $x$ also displaces their distribution. With isotropic relaxation the displacement is proportional to $k_x$. Multiplied by $v_y\propto k_y$, or by $L(k)v_y$, it integrates to zero over angle. Other disorder contributions are not included.

Pair $\mathbf k$ in one valley with $-\mathbf k$ in the other. The energies are equal, so for a common chemical potential and temperature the occupations are equal too. The charge integrand is odd under this pairing and cancels. The orbital integrand contains two odd factors, is even, and adds.

The signs have a direct meaning. In the filled valence band of valley $+1$, $L>0$ and $\Omega_v>0$, so the induced velocity is along $-y$. In valley $-1$ both signs reverse and the velocity is along $+y$. Positive angular momentum going down and negative angular momentum going up give the same negative orbital current, while the electron flows cancel.

The pairing does not require $L$ to be proportional to the identity. Under time reversal $v_y$ and $L$ each become minus their conjugates, so $\frac12\{v_y,L\}$ becomes its conjugate, as does $A^x$. The real part in the perturbation sum is unchanged.

## (d) What are the conductivities at zero temperature?

*Evaluate both integrals for a chemical potential $\mu$ measured from midgap, including electron and hole doping.*

**Solution.** If $\mu$ lies in the gap, the valence band is full and all $E\ge\Delta$ contribute. If $\mu>\Delta$, conduction states with $\Delta<E<\mu$ are also full. At the same $\mathbf k$ they have opposite curvature and equal $L$, so they cancel the valence terms there. If $\mu<-\Delta$, the valence states with $E<|\mu|$ are empty. In every case there remains the valence integral above

$$M=\max(|\mu|,\Delta).$$

Differentiating $E^2=\Delta^2+v^2k^2$ gives $k\,dk=E\,dE/v^2$. The angular integral divided by $(2\pi)^2$ is $1/(2\pi)$. Hence

$$\sigma_{yx}=\frac1{2\pi}\int_M^\infty\frac{E\,dE}{v^2}\,\frac{\tau v^2\Delta}{2E^3}
=\frac{\tau\Delta}{4\pi}\int_M^\infty\frac{dE}{E^2}=\frac{\tau\Delta}{4\pi M}.$$

For the orbital term, $\tau^2=1$ and $L\Omega_v=v^4\Delta^2/(2E^5)$, so

$$\sigma^L_{yx}=-\frac{v^2\Delta^2}{4\pi}\int_M^\infty\frac{dE}{E^4}
=-\frac{v^2\Delta^2}{12\pi M^3}.$$

In ordinary units these are $\tau\Delta/(2M)$ in $e^2/h$, and

$$\sigma^L_{yx}=-\frac16\,\frac{m_e}{m^*}\left(\frac{\Delta}{M}\right)^3\quad\text{in units of }\frac e{2\pi}.$$

With equal occupations, the valley sum of the first is zero and that of the second is twice its one-valley value.

In the gap the orbital response varies as $1/\Delta$. At fixed nonzero $\mu$, however, it vanishes as $\Delta^2$ when the gap closes. The limits $\mu\to0$ and $\Delta\to0$ cannot be interchanged.

The integrals also show how much distant states matter. States above an energy $\Lambda$ supply a fraction $\Delta/\Lambda$ of the in-gap charge term of one valley, but only $(\Delta/\Lambda)^3$ of the orbital term. This tail is not the whole error of the Dirac model. On a lattice the bands also depart from the Dirac form near the valley, and for the honeycomb lattice of part (f), with hopping $t$, the in-gap orbital term changes by about $-\frac23(\Delta/t)^2$ when $\Delta\ll t$, far more than the tail.

## (e) Does orbital addition prove time-reversal symmetry?

*Replace the mass $\Delta$ by $\tau\Delta$. Then return to the original mass and let the valleys have different fillings.*

**Solution.** With mass $\tau\Delta$, conjugation of $H_\tau(\mathbf k)$ leaves $\tau\Delta\sigma_z$, whereas $H_{-\tau}(-\mathbf k)$ contains $-\tau\Delta\sigma_z$. The symmetry of part (a) is broken. Substituting the new mass in part (b) gives

$$\Omega_v=\frac{v^2\Delta}{2E^3},\qquad L=\frac{v^2\Delta}{E^2}$$

in both valleys. With $\mu$ in the gap, the charge terms now add to $2/(4\pi)=1/(2\pi)$, or $e^2/h$ per spin. The product $L\Omega_v$ is unchanged, so the orbital terms still add to the old value. Orbital addition is therefore no proof of time reversal; the cancellation of charge distinguishes these two cases.

With the original mass but different fillings, the charge sum is

$$\sigma_{yx}^{\rm sum}=\frac{\Delta}{4\pi}\left(\frac1{M_+}-\frac1{M_-}\right).$$

Here $M_\pm$ is the value of $M$ in valley $\pm1$. A valley imbalance with $M_+\ne M_-$ thus restores a charge Hall current, and the orbital terms keep their common sign but differ in size. Equal and opposite $\mu$ in the two valleys would leave the charge sum at zero.

## (f) What does a gapped honeycomb lattice give?

*Take lattice constant $a=2.5$ Å, nearest-neighbour hopping $t=3$ eV and gap $0.10$ eV. Find the responses in the gap and at $\mu=0.08$ eV.*

**Solution.** First obtain $v$. The bonds are $(0,a/\sqrt3)$ and $(\pm a/2,-a/(2\sqrt3))$. At $\mathbf K=(4\pi/3a,0)$ their phases are $1$, $w$ and $w^*$, with $w=e^{2\pi i/3}$. To first order in $\mathbf q=\mathbf k-\mathbf K$, using $w+w^*=-1$ and $w-w^*=i\sqrt3$, the phase sum is

$$i\left[\frac{\sqrt3a}{2}q_y+\frac{i\sqrt3a}{2}q_x\right]=-\frac{\sqrt3a}{2}(q_x-iq_y).$$

Multiplication by $-t$ gives the upper off-diagonal element of $H_{+1}$, with $v=\sqrt3at/2$. At $-\mathbf K$ the phases are conjugated, the sign of $q_x$ reverses, and $H_{-1}$ follows.

Restoring units, $\hbar v=6.495$ eV Å. With $\hbar^2/m_e=7.620$ eV Å$^2$,

$$\frac{m^*}{m_e}=\frac{7.620\times0.05}{6.495^2}=0.00903,\qquad L(0)=110.7\,\tau\hbar.$$

The edge moment is $-110.7\,\tau$ Bohr magnetons in both bands. The valence curvature there is $(\hbar v)^2/(2\Delta^2)=8.44\times10^3$ Å$^2$ for $\tau=+1$, with the opposite sign for $\tau=-1$. At the Fermi wavevector of the doped case, $E=0.08$ eV. The moment falls by $(5/8)^2$ to $43.3$ Bohr magnetons in magnitude, and the curvature by $(5/8)^3$ to $2.06\times10^3$ Å$^2$.

In the gap, each valley and spin gives $-110.7/6=-18.5$ in units of $e/2\pi$. Two valleys and two spins give $-73.8$. Multiplication by $e/\hbar$ turns the unit into $e^2/h$, and the result is $-2.86\times10^3$ µS. The charge terms are $\pm0.5\,e^2/h$ and cancel.

At $\mu=0.08$ eV the factor $(5/8)^3=0.244$ reduces the orbital total to $-18.0$, or $-698$ µS. The charge terms become $\pm0.3125\,e^2/h$ and again cancel. The density is $4\pi k_F^2/(2\pi)^2=k_F^2/\pi=2.9\times10^{11}$ cm$^{-2}$. If valley $-1$ is instead held at $0.07$ eV, the charge sum is $0.025(1/0.08-1/0.07)=-0.045\,e^2/h$ per spin.

## (g) How far can these numbers be trusted?

*Estimate the effects of temperature, the lattice, strong fields and disorder, and set the model beside a real material.*

**Solution.** The response is linear in the occupations, and a Fermi function is an average of zero-temperature steps. Hence $\sigma^L(T)=\int d\mu'\,(-f')\,\sigma^L(\mu')$, with the weight $-f'$ centred on $\mu$. At 300 K and midgap, the average includes doped energies and lowers the response to 0.853 of its cold gap value. At fixed $\mu=0.08$ eV, warming raises the ratio to that same gap value from 0.244 to 0.281 at 77 K and 0.417 at 300 K, because the average reaches energies with a larger response. The density is not held fixed in this comparison.

A sum over the whole lattice zone changes the in-gap orbital result by about $-0.02\%$ relative to the Dirac value. For a half gap of 1 eV, with $a$ and $t$ unchanged, the change is $-7.0\%$, so the valley picture degrades for wide gaps. The half zone around $\mathbf K$ gives a charge term of $0.493\,e^2/h$ instead of $0.5$, a deficit proportional to $\Delta$. Cutting the slowly converging Dirac integral at the same boundary gives $0.496$, a little over half of the deficit; the rest arises because the lattice curvature departs from the Dirac form away from the valley centre. A second-neighbour hopping of 0.30 eV, which makes the bands unequal and $L_{cv}$ nonzero, changes the lattice orbital result by $+0.05\%$.

In a field $F$, $k_x$ changes linearly in time, at the rate $-F$. At $k_y=0$ this is a Landau–Zener crossing with coupling $\Delta$ and separation rate $2vF$, so the tunnelling probability is $\exp(-\pi\Delta^2/vF)$. The field scale $\Delta^2/(e\hbar v)$ is 0.0385 MV/cm. At 0.001 MV/cm the exponent is about $-121$ and tunnelling is negligible. In the doped case linear response also needs the drift of the Fermi circle to be small; with the mobility used below, this field shifts it by about 13% of $k_F$, so weaker fields are safer.

Disorder matters more. A rough mobility of $10^4$ cm$^2$/Vs and the Fermi-level mass $\mu/v^2=0.014\,m_e$ give a broadening $\hbar e/(\text{mobility}\times\text{mass})$ of 8 meV. This is about a quarter of the 30 meV between the band edge and the Fermi level, so the sharp Fermi level assumed for the doped value is only a rough approximation in such a sample. Scattering at the Fermi level also adds Hall terms, and these need not vanish as the disorder becomes weak. For weak short-range scalar disorder that scatters within a valley, the non-crossing (ladder) approximation makes the added orbital term about four times the intrinsic one at $\mu=0.08$ eV. The ratio depends strongly on $\mu$ and on the disorder model, and crossed-impurity terms of the same order can change it. Such terms are not included here, so $-698$ µS is the intrinsic part and not an estimate of the total response.

The parameters are round values in the rough regime of graphene whose two sublattices have been made unequal by a substrate. This regime suits the model because $p_z$ orbitals have no $L_z$ about their own atoms. A gap of 0.10 eV is on the large side; gaps of some tens of meV are a rough guide for graphene aligned on boron nitride. Halving the gap, with $v$ fixed and $\mu$ kept inside it, would double the cold in-gap response. Real samples also break the assumption of a uniform chemical potential: in a region at 0.08 eV the intrinsic part is only 0.244 of its in-gap value, and scattering terms are added to it. All orbital values also rest on the definition of $L$ from the interband part of position alone; contributions of the intraband part to the orbital current are not treated. Finally, orbital angular momentum need not be conserved, so the calculated current is neither an edge accumulation nor a torque on a magnetic memory layer. Either would require a model of relaxation and transfer at the boundary. The numerical output follows.

## Computed values

```
lattice constant                    2.50 angstrom
hopping                             3.00 eV
hbar times Dirac velocity           6.4952 eV angstrom
full gap 2D                         0.100 eV
hbar^2/m_e                          7.6200 eV angstrom^2
band-edge mass                      0.00903 m_e
chemical potential, doped case      0.080 eV from midgap
Fermi wavevector                    0.00961 1/angstrom
carrier density                     2.943e+11 1/cm^2
valley +1 k=0  curvature val, cond  8437.5, -8437.5 angstrom^2
valley +1 k=0  moment val, cond     -110.73, -110.73 mu_B
valley +1 k=kF curvature val, cond  2059.9, -2059.9 angstrom^2
valley +1 k=kF moment val, cond     -43.25, -43.25 mu_B
valley -1 k=0  curvature val, cond  -8437.5, 8437.5 angstrom^2
valley -1 k=0  moment val, cond     110.73, 110.73 mu_B
valley -1 k=kF curvature val, cond  -2059.9, 2059.9 angstrom^2
valley -1 k=kF moment val, cond     43.25, 43.25 mu_B
gap   valley +1 charge Hall, per spin  +0.5000 e^2/h
gap   valley +1 orbital Hall, per spin -18.455 e/(2pi)
gap   valley -1 charge Hall, per spin  -0.5000 e^2/h
gap   valley -1 orbital Hall, per spin -18.455 e/(2pi)
doped valley +1 charge Hall, per spin  +0.3125 e^2/h
doped valley +1 orbital Hall, per spin -4.506 e/(2pi)
doped valley -1 charge Hall, per spin  -0.3125 e^2/h
doped valley -1 orbital Hall, per spin -4.506 e/(2pi)
gap   orbital Hall, 2 valleys 2 spins -73.819 e/(2pi)
gap   same times e/hbar               -2859.8 uS
doped orbital Hall, 2 valleys 2 spins -18.022 e/(2pi)
doped same times e/hbar               -698.2 uS
charge Hall, mu=0.08 and 0.07 eV    -0.0446 e^2/h per spin
mass tau*D: charge Hall, 2 valleys  +1.0000 e^2/h per spin
mass tau*D: orbital Hall, 2 valleys -36.910 e/(2pi) per spin
77 K orbital Hall / cold gap value: gap 0.9997, doped 0.2809
300 K orbital Hall / cold gap value: gap 0.8526, doped 0.4166
cold doped / cold gap orbital Hall  0.2441
lattice half-zone charge Hall at K  +0.4934 e^2/h per spin
lattice change of orbital Hall      -0.017 percent
same for half gap 1 eV              -6.95 percent
second-neighbour hopping            0.30 eV
its change of orbital Hall          +0.0495 percent
drive field                         0.0010 MV/cm
tunnelling field scale D^2/(e V)    0.0385 MV/cm
tunnelling probability per passage  3.1e-53
rough mobility                      10000 cm^2/(V s)
mass at Fermi level                 0.01445 m_e
disorder broadening hbar/time       0.0080 eV
Fermi level above band edge         0.0300 eV
```
